# Positronium in a spherical pore: the shell probability and its lifetime

## First half: from a line segment to the spherical shell

### What goes wrong with a uniform density

Positronium (Ps), the bound pair of an electron and a positron, can probe the size of a pore in a dielectric. The lifetimes considered here are those of its spin triplet, ortho-Ps, which annihilates slowly in the void. Near the wall, the positron can annihilate with an electron of the solid. The measured lifetime therefore depends on how much of the Ps probability lies near the wall.

Take a spherical pore of radius $R=0.80$ nm and let the electrons of the wall occupy a layer of thickness $D=0.166$ nm. The full sphere has radius $R_0=R+D=0.966$ nm. If Ps were spread uniformly through it, the layer would hold the volume fraction

$$1-\left(\frac{R}{R_0}\right)^3=0.432 .$$

With the annihilation rates used in the second half, 2.0135 per ns in the layer and 0.00721 per ns in the void, this fraction gives a lifetime of about 1.1 ns. The quantum ground state has a layer probability of 0.0315 and a lifetime of 14.2 ns.

The error is larger still when the argument is run backwards. Suppose that a lifetime of 14.2 ns is known and the pore radius is wanted. The uniform density requires $1-(R/R_0)^3=0.0315$, hence $R/R_0=0.9894$. Since $R_0=R+D$,

$$R=D\,\frac{0.9894}{1-0.9894}\approx 15\ \text{nm},$$

instead of 0.80 nm. What is missing is the wave function, which vanishes at the outer boundary. For the ground state the correct probability is

$$P=\frac{D}{R+D}+\frac{1}{2\pi}\sin\frac{2\pi R}{R+D},$$

with the argument of the sine in radians.

### A particle between two points

The simplest case with the same mathematics is a particle of mass $M$ on the segment $0<x<L$, with impenetrable walls at both ends. We ask for its probability of being in a layer of thickness $D$ next to the right-hand wall.

Inside the segment the stationary Schrödinger equation is

$$-\frac{\hbar^2}{2M}u''(x)=E\,u(x),\qquad u(0)=u(L)=0 .$$

For $E=0$ the solution that vanishes at $x=0$ is proportional to $x$, and for $E<0$ it is a hyperbolic sine. Neither vanishes again at $x=L$, so $E>0$. Put $k=\sqrt{2ME}/\hbar$. The condition at $x=0$ removes the cosine and leaves $u=A\sin kx$. The condition at $x=L$ requires $kL=n\pi$ with $n=1,2,\dots$. The lowest energy has $n=1$.

The constant $A$ follows from normalization. With $\sin^2\theta=(1-\cos2\theta)/2$,

$$1=A^2\int_0^L\sin^2\frac{\pi x}{L}\,dx
=\frac{A^2}{2}\left[x-\frac{L}{2\pi}\sin\frac{2\pi x}{L}\right]_0^L
=\frac{A^2L}{2}.$$

The sine vanishes at both limits, so $A^2=2/L$. The same antiderivative gives the layer probability:

$$P_1=\frac{2}{L}\int_{L-D}^{L}\sin^2\frac{\pi x}{L}\,dx
=\frac1L\left[x-\frac{L}{2\pi}\sin\frac{2\pi x}{L}\right]_{L-D}^{L}.$$

The first term in the bracket contributes $D/L$. In the second, the upper limit gives $\sin2\pi=0$. The lower limit is subtracted, and the term already carries a minus sign, so its contribution is positive:

$$P_1=\frac DL+\frac1{2\pi}\sin\frac{2\pi(L-D)}{L}.$$

Because $\sin(2\pi-\theta)=-\sin\theta$, this can also be written with $\delta=D/L$ as

$$P_1=f(\delta),\qquad f(\delta)=\delta-\frac{\sin2\pi\delta}{2\pi}.$$

The two signs describe the same quantity. The plus sign belongs to the distance from the left-hand end, and the minus sign to the thickness of the layer.

Three limits test this stage. If the layer fills the segment, $f(1)=1$. If it fills half, $f(1/2)=1/2$, as the mirror symmetry of the density requires. For a thin layer the sine series gives

$$f(\delta)=\delta-\frac1{2\pi}\left[2\pi\delta-\frac{(2\pi\delta)^3}{6}+\frac{(2\pi\delta)^5}{120}-\dots\right]
=\frac{2\pi^2}{3}\delta^3-\frac{2\pi^4}{15}\delta^5+\dots$$

The linear terms cancel. The cubic law has a direct meaning: the wave function rises linearly from the wall, its square rises quadratically, and the integral over the layer rises as the cube.

### From two particles to one centre of mass

Ps has two constituents of equal mass $m$, at $\mathbf r_e$ and $\mathbf r_p$. Define

$$\mathbf X=\frac{\mathbf r_e+\mathbf r_p}{2},\qquad \boldsymbol\rho=\mathbf r_e-\mathbf r_p .$$

The chain rule gives $\nabla_e=\tfrac12\nabla_X+\nabla_\rho$ and $\nabla_p=\tfrac12\nabla_X-\nabla_\rho$. On adding the squares, the cross terms cancel:

$$\nabla_e^2+\nabla_p^2=\tfrac12\nabla_X^2+2\nabla_\rho^2 .$$

The kinetic energy is therefore

$$-\frac{\hbar^2}{2m}\left(\nabla_e^2+\nabla_p^2\right)
=-\frac{\hbar^2}{2(2m)}\nabla_X^2-\frac{\hbar^2}{m}\nabla_\rho^2 .$$

The first term describes a particle of mass $M=2m$. The second, together with the Coulomb attraction, describes the internal state.

We now assume that the confining potential depends on $\mathbf X$ alone. The Hamiltonian is then a sum of a centre-of-mass part and an internal part, and its ground state is a product. This is an approximation, because a real wall acts on the electron and the positron separately. Its scale is examined in the second half. Within it, "Ps is in the shell" means that its centre of mass is there.

### The radial equation

Let $r=|\mathbf X|$. The potential is zero for $r<R_0$ and infinite beyond, so the wave function obeys

$$-\frac{\hbar^2}{2M}\nabla^2\psi=E\psi,\qquad \psi(R_0)=0 .$$

Write $\psi=\dfrac{u(r)}{r}Y_{lm}$, where $Y_{lm}$ is a normalized spherical harmonic. The radial part of the Laplacian acts on $u/r$ as follows:

$$r^2\frac{d}{dr}\frac ur=ru'-u,\qquad
\frac1{r^2}\frac{d}{dr}(ru'-u)=\frac{u''}{r}.$$

The angular part multiplies the function by $-l(l+1)/r^2$. After cancelling the common factor $Y_{lm}/r$,

$$-\frac{\hbar^2}{2M}u''+\frac{\hbar^2l(l+1)}{2Mr^2}u=Eu .$$

At the outer wall $u(R_0)=0$. The origin is no wall, but the same condition holds there. For $l=0$, a nonzero $u(0)$ would make $\psi$ behave as $1/r$. Since $\nabla^2(1/r)=-4\pi\delta^3(\mathbf r)$, such a function would need a point source that the Schrödinger equation does not contain. For $l>0$ the regular solution behaves as $r^{l+1}$, so it also vanishes at the origin.

### Why the ground state has $l=0$

Multiply the radial equation by a real normalized $u$ and integrate. Integration by parts turns $-\int uu''\,dr$ into $\int u'^2\,dr$, because $u$ vanishes at both ends. Hence

$$E=\frac{\hbar^2}{2M}\int_0^{R_0}\left[u'^2+\frac{l(l+1)}{r^2}u^2\right]dr .$$

Expand $u=\sum_n c_n\sqrt{2/R_0}\,\sin(n\pi r/R_0)$ with $\sum_n c_n^2=1$. The derivatives of different terms are orthogonal cosines, so

$$\int_0^{R_0}u'^2\,dr=\sum_n c_n^2\left(\frac{n\pi}{R_0}\right)^2\ge\left(\frac{\pi}{R_0}\right)^2 .$$

Equality holds when $n=1$ is the one term present. For $l>0$ the centrifugal integral adds a positive amount. The ground state therefore has $l=0$, $n=1$ and energy

$$E_0=\frac{\hbar^2\pi^2}{2MR_0^2}.$$

### The shell probability

For $l=0$ the radial problem is the segment problem with $x\to r$ and $L\to R_0$. Thus $u=\sqrt{2/R_0}\,\sin(\pi r/R_0)$. With $Y_{00}=1/\sqrt{4\pi}$,

$$\psi(r)=\frac{1}{\sqrt{2\pi R_0}}\,\frac{\sin(\pi r/R_0)}{r}.$$

The probability between $r$ and $r+dr$ is

$$4\pi r^2|\psi|^2dr=\frac{2}{R_0}\sin^2\frac{\pi r}{R_0}\,dr .$$

The factor $r^2$ from the area of the sphere has cancelled the $1/r^2$ in the density. The integral from $R$ to $R_0$ is the one already evaluated:

$$P=\frac1{R_0}\left[r-\frac{R_0}{2\pi}\sin\frac{2\pi r}{R_0}\right]_R^{R_0}
=\frac{D}{R_0}+\frac1{2\pi}\sin\frac{2\pi R}{R_0}.$$

Putting $R_0=R+D$ gives the stated result. Equivalently, $P=f(\delta)$ with $\delta=D/R_0$. The probability depends on the ratio of the two lengths and not on the mass.

The state was also found without using the sine solution, by diagonalizing the radial Hamiltonian on a grid of 1000 intervals. With the inner edge of the shell at 0.10, 0.25, 0.50, 0.828 and 0.95 of $R_0$, the largest absolute difference from the formula was $5\times10^{-7}$.

### Limits in the sphere

As $R\to0$ the shell becomes the whole sphere and $P\to1$. As $D\to0$, $P\to0$. At $R=R_0/2$ the formula gives $P=1/2$, although the outer region then holds $7/8$ of the volume. The particle is concentrated towards the centre. Since $\sin(\pi r/R_0)/r\to\pi/R_0$ there, the central density is

$$|\psi(0)|^2=\frac{\pi}{2R_0^3},$$

which is $2\pi^2/3\approx6.6$ times the uniform density $3/(4\pi R_0^3)$.

For a thin shell,

$$P\simeq\frac{2\pi^2}{3}\left(\frac{D}{R_0}\right)^3\left[1-\frac{\pi^2}{5}\left(\frac{D}{R_0}\right)^2\right],$$

where the bracket follows from the ratio of the quintic to the cubic term. A uniform density would give $1-(1-\delta)^3\simeq3\delta$ instead. For the pore introduced above, $\delta=0.1718$. The cubic term alone gives 0.0334, which is 6% above the full value 0.0315. The bracket is 0.942 and brings the estimate down to 0.0314.

### One probability, one radius

To use $P$ as a measure of size, we need to know whether two radii can share the same value. Hold $D$ fixed. From $f'(\delta)=1-\cos2\pi\delta$ and $d\delta/dR=-D/R_0^2$,

$$\frac{dP}{dR}=-\frac{D}{R_0^2}\left[1-\cos\frac{2\pi D}{R_0}\right].$$

The cosine may equally be written $\cos(2\pi R/R_0)$, since the two arguments add to $2\pi$. For positive $R$ and $D$ the ratio $D/R_0$ lies strictly between 0 and 1, so the bracket is positive and $P$ falls steadily as the pore grows. Each value of $P$ between 0 and 1 belongs to one radius.

For $R=0.80$ nm the prefactor is $0.166/0.966^2=0.178$ per nm and the bracket is 0.528. The slope is therefore $-0.094$ per nm. This uniqueness needs a known $D$. The probability alone fixes the ratio $D/R$ and cannot supply both lengths.

## Second half: from the probability to a pore radius

### What is carried over

Ps has mass $M=2m$ and moves in an infinite spherical well of radius $R_0=R+D$, where $R$ is the pore radius and $D$ the thickness of the electron layer. Its ground-state energy is $E_0=\hbar^2\pi^2/(2MR_0^2)$ and its radial function is $u=\sqrt{2/R_0}\,\sin(\pi r/R_0)$. With $\delta=D/R_0$, the shell probability is

$$P=\frac{D}{R_0}+\frac1{2\pi}\sin\frac{2\pi R}{R_0}\simeq\frac{2\pi^2}{3}\delta^3 ,$$

where the last form holds for a thin shell. At fixed $D$, $P$ decreases as $R$ increases.

### From probability to annihilation rate

Let $\lambda(r)$ be the annihilation rate at distance $r$ from the centre. Loss of particles is described by adding $-i\hbar\lambda/2$ to the Hamiltonian. In the time derivative of $|\psi|^2$, the kinetic terms form the divergence of a current, which integrates to zero because no current crosses the wall. The added term leaves

$$\frac{d}{dt}\int|\psi|^2d^3r=-\int\lambda(r)|\psi|^2d^3r .$$

If annihilation is slow compared with the motion in the pore, the state keeps its shape while its norm decays. The decay rate is then the average of $\lambda(r)$ over the normalized ground-state density.

The model sets $\lambda=\lambda_A$ in the shell and $\lambda=\lambda_T$ in the void, so that

$$\lambda=\lambda_AP+\lambda_T(1-P),\qquad \tau=\frac1\lambda .$$

Here $\lambda_T$ is the rate of free ortho-Ps, the spin triplet, which decays into three photons. In the shell the positron meets electrons of either spin direction. One quarter of such pairs are singlets and three quarters are triplets, hence

$$\lambda_A=\frac{\lambda_S+3\lambda_T}{4}.$$

This also assumes that the electron density at the positron equals that in free Ps. It is a modelling choice and does not follow from the well.

The free rates are inputs from quantum electrodynamics, taken at lowest order in the fine-structure constant $\alpha$:

$$\lambda_S=\frac{\alpha^5mc^2}{2\hbar},\qquad
\lambda_T=\frac{2(\pi^2-9)}{9\pi}\,\frac{\alpha^6mc^2}{\hbar}.$$

The singlet rate can be traced one step further. At low speed the two-photon cross-section of a singlet pair times its speed is $4\pi r_e^2c$, with $r_e=\alpha^2a_0$ the classical electron radius and $a_0=\hbar/(\alpha mc)$ the Bohr radius. The reduced mass of Ps is $m/2$, so its orbital radius is $2a_0$ and its contact density is $1/[\pi(2a_0)^3]$. The product is $r_e^2c/(2a_0^3)=\alpha^5mc^2/(2\hbar)$.

### The worked pore

Take $R=0.80$ nm and $D=0.166$ nm. The latter is an empirical input. It was fitted to small voids with the simpler form $\tau=0.5\ \text{ns}/P$, which has no void term and would give 15.9 ns for this pore. Since $P$ fixes only the ratio $D/R$, a radius read from a lifetime scales with the $D$ adopted: $D=0.18$ nm would turn the lifetime of 14.2 ns found below into $R=0.87$ nm. The two terms of the probability are

$$P=0.17184-0.14035=0.0315 .$$

The sine is negative because $R$ exceeds $R_0/2$. The energy is $E_0=0.2015$ eV. The rates are $\lambda_S=8.0325$ and $\lambda_T=0.00721$ per ns, so $\lambda_A=(8.0325+0.0216)/4=2.0135$ per ns. Then

$$\lambda=2.0135\times0.0315+0.00721\times0.9685=0.0634+0.0070=0.0704\ \text{ns}^{-1},$$

and the lifetime is $\tau=14.2$ ns. The shell holds 3% of the probability and supplies 90% of the annihilation rate.

The average over the density was tested by finding the complex ground-state energy with $\lambda(r)$ included. The local rates were multiplied by 1000 for numerical resolution and the result was divided by 1000. It gave 0.07041 per ns, against 0.07040 from the average.

The lifetime changes with radius at fixed $D$ as

$$\frac{d\tau}{dR}=-\tau^2(\lambda_A-\lambda_T)\frac{dP}{dR}
\approx(14.2)^2\times2.006\times0.094\approx38\ \text{ns/nm}.$$

The lifetimes at $R=0.70$ and 0.90 nm are 10.7 and 18.3 ns, whose difference gives the same mean slope. Within the model, 1 ns corresponds to about 0.03 nm in radius. That is the sensitivity of the formula and not the accuracy of a pore size.

Two limits bound the lifetime. As $R\to0$, $\tau\to1/\lambda_A\approx0.50$ ns. As $R\to\infty$, $\tau\to1/\lambda_T\approx139$ ns, and the dependence on radius is lost. This limit carries the error of the lowest-order rate: the next order in $\alpha$ raises it to 142 ns, but changes the lifetime in the worked pore by less than 1%.

### Temperature and excited levels

The formula describes the ground state. For $l=1$ the regular radial function is proportional to $\sin x/x-\cos x$ with $x=kr$. Its first zero satisfies $\tan x=x$, which gives $x=4.493$. The first excited level is therefore at $(4.493/\pi)^2E_0=2.046E_0$, a gap of 0.211 eV. At 300 K, $k_BT=0.0259$ eV. The level has three states, so its weight relative to the ground state is $3e^{-0.2107/0.02585}\approx9\times10^{-4}$.

How much more probability does an excited state have in the shell? Let $q=l(l+1)/r^2-k^2$, so that $u''=qu$. Then

$$\frac{d}{dr}(ru'^2)=u'^2+rq\,\frac{d(u^2)}{dr}.$$

Integrate from 0 to $R_0$, using integration by parts in the last term. The boundary terms vanish, and $(rq)'=-l(l+1)/r^2-k^2$. The result is

$$R_0u'(R_0)^2=\int_0^{R_0}\left[u'^2+\frac{l(l+1)}{r^2}u^2\right]dr+k^2=2k^2,$$

because the integral equals $k^2$ by the energy expression of the first half. Near the wall $u^2\simeq u'(R_0)^2(R_0-r)^2$, so for a thin shell

$$P_{kl}\simeq\frac{u'(R_0)^2D^3}{3}=\frac23(kR_0)^2\delta^3 .$$

To this order the shell probability is proportional to the energy. The first excited level has about twice the ground-state value, and its small population should raise $P$ by about $9\times10^{-4}\times1.05\times0.0315\approx3\times10^{-5}$. A thermal average over the levels of the well gives 0.03152 instead of 0.03150, and the lifetime stays at 14.2 ns. This average assumes that Ps has reached 300 K and changes level faster than it annihilates.

The ground-state formula does not remain safe for larger pores at this temperature, because the gap falls as $1/R_0^2$. The shell and void contribute equally to the rate when $P=\lambda_T/(\lambda_A+\lambda_T)=0.0036$. The thin-shell law places this at $R\approx1.9$ nm. There the gap is about 0.047 eV, and the first excited level has nearly half the weight of the ground state.

### The shape of the pore

Replace the sphere by a long cylinder with the same $R$ and $D$. The lowest state is $J_0(jr/R_0)$, where $j=2.405$ is the first zero of the Bessel function $J_0$. With $x=r/R_0$, its normalization follows from

$$\frac{d}{dx}\left\{\frac{x^2}{2}\left[J_0^2(jx)+J_1^2(jx)\right]\right\}=xJ_0^2(jx),$$

which is checked with $J_0'(z)=-J_1(z)$ and $J_1'(z)=J_0(z)-J_1(z)/z$. Hence $\int_0^1xJ_0^2(jx)\,dx=J_1^2(j)/2$. Near the wall $J_0(jx)\simeq jJ_1(j)(1-x)$, so the layer integral is $j^2J_1^2(j)\delta^3/3$ and

$$P_{\rm cyl}\simeq\frac23j^2\delta^3 .$$

Compared with the sphere, $\pi^2$ is replaced by $j^2$, a factor of 0.59. The cylinder does not confine the particle along its axis, so the wave function is less steep at the wall.

Quadrature without the thin-layer approximation gives $P_{\rm cyl}=0.0189$ and $\tau=22.2$ ns. Read with the spherical formula, that lifetime would give $R\approx0.99$ nm instead of 0.80 nm. For this pore, the choice of shape matters far more than the temperature.

### A wall of finite height

A real wall lets the wave function leak into the solid. Take a well of radius $R$, without the added thickness $D$, and a potential $U$ outside. For $l=0$, $u$ is proportional to $\sin kr$ inside and to $\sin(kR)\,e^{-\kappa(r-R)}$ outside, with $\kappa=\sqrt{2M(U-E)}/\hbar$. Continuity of the derivative requires $k\cot kR=-\kappa$.

The outside integral of $u^2$ is $\sin^2(kR)/(2\kappa)$. The inside integral is $R/2-\sin(2kR)/(4k)$. The matching condition gives $\cos kR=-(\kappa/k)\sin kR$ and $\sin^2kR=k^2/(k^2+\kappa^2)=E/U$. The total is therefore

$$\frac R2+\sin^2(kR)\left[\frac{\kappa}{2k^2}+\frac1{2\kappa}\right]=\frac R2+\frac1{2\kappa},$$

and the probability outside is

$$P_{\rm out}=\frac{E/U}{1+\kappa R}.$$

For $R=0.80$ nm it equals the shell probability 0.0315 when $U=1.07$ eV. The energy is then 0.213 eV and $\kappa=6.69$ per nm, so the formula reads $0.200/6.35=0.0315$. For this pore, the infinite well with its added layer thus gives the same lifetime as a barrier of about 1 eV, if Ps annihilates at the rate $\lambda_A$ everywhere outside $R$.

The match is sensitive to the barrier. With $R$ held fixed, $U=1$ eV gives 13.1 ns and $U=3$ eV gives 44.5 ns. A single $D$ for different materials therefore assumes that their walls act on Ps in a similar way.

The internal size of Ps points the same way. Its mean electron–positron separation is $\tfrac32(2a_0)=3a_0=0.159$ nm, almost equal to $D$ and about one fifth of $R$. A point particle cannot describe the structure of such a layer in detail, so $D$ should be read as an effective length.

### Tunnelling to another pore

With a finite barrier, a neighbouring pore can matter. In the matched well, Ps strikes the wall at a rate of about $\nu=v/(2R)=1.2\times10^5$ per ns, where $v=\sqrt{2E/M}$. This also confirms that annihilation is slow on the scale of the motion.

For a plane wall of thickness $w$, take the transfer rate as $\nu e^{-2\kappa w}$, a one-dimensional semiclassical estimate. It equals the annihilation rate when

$$w=\frac{1}{2\kappa}\ln\frac{\nu}{\lambda}
=\frac{\ln(1.7\times10^6)}{13.4\ \text{nm}^{-1}}\approx1.1\ \text{nm}.$$

For two identical wells the transfer is coherent and its rate follows the amplitude $e^{-\kappa w}$, which doubles the thickness to about 2.1 nm.

Both values are too large for spherical pores, whose walls are thin only near the line joining the centres. Outside a sphere the wave function falls as $e^{-\kappa r}/r$, and the overlap of two such tails gives the coupling

$$t\simeq\frac{\hbar^2}{2M}\,\frac{2\kappa P_{\rm out}}{2R+w}\,e^{-\kappa w}.$$

At $w=1$ nm this is 0.004 meV, whereas the plane-wall estimate $\hbar\nu e^{-\kappa w}$ is 0.1 meV. With $t$ in place of $\hbar\nu e^{-\kappa w}$ in both rates, the two thicknesses fall to about 0.6 and 1.6 nm.

Coherence is easily spoiled. A 1% difference in pore radius shifts the level by 3.3 meV in the infinite well and by 3.6 meV in the matched finite well, while even at $w=0.45$ nm the coupling $t$ is only 0.19 meV. The admixture of the other pore is then of order $(0.19/3.3)^2\approx3\times10^{-3}$, and at $w=1$ nm it is about $10^{-6}$. Further transfer needs the solid to take up or supply the energy difference, a process that the incoherent estimate does not treat.

### Beside a real low-k film

Porous organosilicate films used as low-k dielectrics have pores of roughly 1 to 2 nm in diameter, so the model pore of 1.6 nm lies in that regime. The assumption of a closed, isolated sphere is open to doubt. If equal pores with $R=0.80$ nm stood on a simple cubic lattice at a porosity of 25%, a round value chosen here, their centres would be $R(4\pi/0.75)^{1/3}=2.05$ nm apart. The thinnest wall would be 0.45 nm. For exactly equal pores this is far below the coherent thickness of 1.6 nm, so Ps would spread over the lattice without exchanging energy with the solid. The levels would form a band of width about $12t\approx2.3$ meV, much less than $k_BT$, and the lifetime averaged over the band would stay near that of a single pore. For pores of unequal size the wall is to be compared with the incoherent 0.6 nm. Ps could then reach other pores, provided that the solid takes up or supplies the energy difference before Ps annihilates, and one lifetime need not describe one pore. If pores join into long channels of the same radius, the cylinder calculation moves the lifetime from 14.2 to 22.2 ns, an increase of 56%. Ps that escapes from an open network requires a different model.

The spherical formula can thus turn a lifetime into a radius when the pores are closed, nearly spherical and free of gas or other species that shorten the lifetime, the walls are thick enough to prevent transfer, the level gap is well above $k_BT$, and $D$ has been calibrated for similar walls. The numerical output below lists the values for this pore; its critical wall thicknesses and its coupling are the plane-wall estimates, not those for spheres.

## Values computed for the example and the checks

```
Pore radius R: 0.800 nm
Layer thickness D: 0.166 nm
Well radius R+D: 0.966 nm
Temperature: 300 K
First term D/(R+D): 0.17184
Sine term: -0.14035
Shell probability P, formula: 0.031496
Shell probability P, quadrature: 0.031496
Largest diagonalization error in P: 5.2e-07
Thin-shell cubic estimate of P: 0.03339
Shell volume fraction: 0.4320
Slope dP/dR: -0.0940 1/nm
Ground-state energy: 0.2015 eV
Singlet annihilation rate: 8.0325 1/ns
Triplet annihilation rate: 0.007211 1/ns
Spin-averaged rate: 2.0135 1/ns
Shell contribution to rate: 0.06342 1/ns
Void contribution to rate: 0.00698 1/ns
Total ortho-Ps rate: 0.07040 1/ns
Rate from complex potential: 0.07041 1/ns
Ortho-Ps lifetime: 14.20 ns
P at R = 0.70 nm: 0.04310
Lifetime at R = 0.70 nm: 10.68 ns
P at R = 0.90 nm: 0.02368
Lifetime at R = 0.90 nm: 18.27 ns
Thermal energy kT: 0.02585 eV
Gap to first excited level: 0.2107 eV
Thermal excited population: 8.65e-04
Thermally averaged P: 0.031522
Lifetime with thermal average: 14.19 ns
P for long cylinder: 0.01887
Lifetime for long cylinder: 22.18 ns
Finite-well depth giving same P: 1.067 eV
Energy in that finite well: 0.2134 eV
Outside probability, depth 1 eV: 0.03436
Lifetime, depth 1 eV: 13.13 ns
Outside probability, depth 3 eV: 0.00760
Lifetime, depth 3 eV: 44.51 ns
Mean electron-positron separation: 0.159 nm
Wall decay constant: 6.69 1/nm
Attempt rate: 1.21e+05 1/ns
Critical wall, incoherent hopping: 1.07 nm
Critical wall, resonant pores: 2.15 nm
Resonant coupling, 1 nm wall: 0.099 meV
Detuning for 1% larger R: 3.30 meV
```
